Carburization with a finite surface transfer coefficient

**Definitions and conventions**

A steel, initially uniform in carbon, occupies x ≥ 0, with x measured inward from the surface. Its carbon content C(x,t) is in weight percent. The density ρ is taken as constant, so the carbon mass per volume is ρC/100, and fluxes below are divided by ρ/100. Their unit is then wt% µm/s. The flux J = −D C_x is positive when carbon moves into the solid; subscripts x and t denote derivatives.

The gas is described by its carbon potential Cg, the carbon content that the steel would have in equilibrium with it. Transfer from gas to solid is taken to be first order, with coefficient β. Since no carbon accumulates in a surface of zero thickness, the supply equals the flux leaving the surface inward. The problem is

C_t = D C_xx for x > 0, t > 0,

−D C_x(0,t) = β[Cg − C(0,t)],

C(x,0) = C0, and C → C0 as x → ∞.

D, β and Cg are positive constants, and Cg > C0. The solid stays a single phase, its surface does not move, and it has no back face. Define

θ = (C − C0)/(Cg − C0), h = β/D, L = 2√(Dt),

u = x/L, z = h√(Dt) = β√(t/D).

The length 1/h = D/β and the time D/β² are the natural scales of the problem, and z² is time in units of D/β². The complementary error function is

erfc(q) = (2/√π) ∫_q^∞ e^(−p²) dp,

and I write F(z) = e^(z²) erfc(z).

A solution is admissible if it is continuous for x ≥ 0 and t ≥ 0, if on each finite time interval |C − C0| lies below a fixed square-integrable function of x, and if for t > 0 it is smooth and decays with its derivatives fast enough to justify the integrations by parts and differentiations under the integral used below.

**Theorem**

The problem has one admissible solution,

θ(x,t) = erfc(u) − exp(hx + h²Dt) erfc(u + z).

The surface concentration is therefore

C(0,t) = Cg − (Cg − C0) exp(β²t/D) erfc(β√(t/D)).

**Lemma 1: the fixed surface**

The function w = erfc(x/L) satisfies w_t = D w_xx, equals 1 at x = 0 for t > 0, and tends to 0 as t → 0 for each x > 0.

Proof. Try w = f(u). Since u is proportional to x t^(−1/2),

w_t = −u f′/(2t), D w_xx = D f″/L² = f″/(4t).

Equating these gives f″ = −2u f′, hence f′ = A e^(−u²). The values f(0) = 1 and f(∞) = 0 require A∫₀^∞ e^(−u²) du = −1, so A = −2/√π, and f is erfc. At fixed x > 0, u → ∞ as t → 0, which gives the initial value. ∎

**Lemma 2: removing the mixed boundary condition**

In terms of θ the surface condition is θ_x = h(θ − 1) at x = 0. This suggests the combination

w = θ − θ_x/h.

The diffusion equation is linear with constant coefficients, so w obeys it whenever θ does. At the surface w = θ − (θ − 1) = 1, and inside the solid w is initially zero. These are the conditions met by Lemma 1, so take w = erfc(x/L) and solve for θ:

θ_x − hθ = −h w.

Multiplication by e^(−hx) makes the left side a derivative:

(e^(−hx) θ)_x = −h e^(−hx) w.

Integrate from x to infinity. The upper end contributes nothing for a decaying θ, so

−e^(−hx) θ(x,t) = −h ∫_x^∞ e^(−hs) w(s,t) ds.

With s = x + y this becomes

θ(x,t) = h ∫₀^∞ e^(−hy) erfc[(x + y)/L] dy.

The weight h e^(−hy) is positive, has integral 1 and has mean 1/h. The profile is thus an average of fixed-surface profiles seen from depths x + y, with a mean displacement D/β.

**Proof of the theorem**

*Closed form.* Integrate by parts, using h e^(−hy) = −d(e^(−hy))/dy. The boundary term at y = 0 is erfc(x/L), and that at infinity vanishes. The derivative of erfc[(x + y)/L] with respect to y is −(2/(L√π)) exp[−(x + y)²/L²]. Hence

θ = erfc(u) − (2/(L√π)) ∫₀^∞ exp[−hy − (x + y)²/L²] dy.

Put s = x + y in the exponent and complete the square:

−h(s − x) − s²/L² = hx + h²L²/4 − (s/L + hL/2)².

Here hL/2 = h√(Dt) = z and h²L²/4 = h²Dt. With q = s/L + z and ds = L dq, the lower limit is u + z, and the subtracted term becomes

exp(hx + h²Dt) (2/√π) ∫_(u+z)^∞ e^(−q²) dq = exp(hx + h²Dt) erfc(u + z).

This is the stated profile. Setting x = 0, where u = 0 and erfc(0) = 1, gives θ(0,t) = 1 − F(z), which is the surface law.

*It solves the problem.* Each displaced function erfc[(x + y)/L] satisfies the diffusion equation. For t > 0 the weight e^(−hy) allows differentiation under the integral, so θ satisfies it too. By construction θ_x = h(θ − w), and w(0,t) = 1, so −Dθ_x = β(1 − θ) at the surface.

For the initial condition, note that erfc decreases with its argument. The average therefore decreases with x, and

0 < θ(x,t) ≤ θ(0,t) = 1 − F(z).

As t → 0, z → 0 and F → 1, so θ → 0 uniformly in x, including at the corner x = 0, t = 0. Also θ < erfc(x/L), which supplies the required decay at depth.

*It is the only admissible solution.* Let v be the difference of two solutions. It obeys v_t = D v_xx, D v_x(0,t) = β v(0,t), and v(x,0) = 0. Define E = ½∫₀^∞ v² dx. Then

dE/dt = ∫₀^∞ v v_t dx = D ∫₀^∞ v v_xx dx

= −D v(0,t) v_x(0,t) − D ∫₀^∞ v_x² dx

= −β v(0,t)² − D ∫₀^∞ v_x² dx ≤ 0.

The square-integrable bound makes E tend to zero as t → 0. Since E cannot be negative and cannot grow, it stays zero, and v = 0. ∎

**Remark 1: early and late surface concentration**

Substitute q = z + p in the integral for erfc(z). Because z² − (z + p)² = −p² − 2pz,

F(z) = (2/√π) ∫₀^∞ e^(−p² − 2pz) dp.

This falls steadily from 1 at z = 0 towards 0, so the surface concentration rises steadily from C0 towards Cg without passing it.

For small z, expand e^(−2pz) = 1 − 2pz + 2p²z² − …. The integrals of e^(−p²), p e^(−p²) and p² e^(−p²) from zero to infinity are √π/2, 1/2 and √π/4. Thus

θ(0,t) = 1 − F = 2z/√π − z² + …,

C(0,t) ≈ C0 + 2(Cg − C0) β √(t/(πD)).

The leading term is the response to a constant supply β(Cg − C0): the surface has not yet risen enough to reduce the transfer. A larger D lowers the early surface concentration at fixed β, because carbon is carried away faster.

For large z, put r = 2pz:

F(z) = (1/(z√π)) ∫₀^∞ e^(−r) e^(−r²/(4z²)) dr.

Expanding the second exponential and using ∫₀^∞ r² e^(−r) dr = 2 gives

F(z) = (1/(z√π)) [1 − 1/(2z²) + …],

C(0,t) ≈ Cg − (Cg − C0) √(D/(πβ²t)).

Multiplying the remaining gap by β gives the flux (Cg − C0)√(D/(πt)), which is the flux into a solid whose surface is held at Cg. At late times diffusion sets the rate, and the surface gap adjusts to supply it. Since e^(−r²/(4z²)) ≤ 1, F is less than 1/(z√π), and the leading late law lies below the true surface concentration.

At fixed t > 0, β → ∞ sends z to infinity and restores the fixed surface, while β → 0 gives no uptake.

**Proposition 1: carbon uptake**

The carbon gained per area, divided by ρ/100, is

M(t) = (Cg − C0)(D/β)[F(z) − 1 + 2z/√π].

Proof. The surface flux is β(Cg − C0)F. Integrate it over time with t′ = Dq²/β² and dt′ = (2D/β²) q dq:

M = (Cg − C0)(D/β) ∫₀^z 2qF(q) dq.

Differentiating F = e^(q²) erfc(q) gives F′ = 2qF − 2/√π. Hence 2qF = F′ + 2/√π, whose integral from 0 to z is F(z) − 1 + 2z/√π. Integrating the diffusion equation over x shows that this gain also equals ∫₀^∞(C − C0)dx. ∎

For small z the bracket tends to z², so M ≈ β(Cg − C0)t. For large z,

M ≈ (Cg − C0)[2√(Dt/π) − D/β].

The first term is the fixed-surface uptake. Finite transfer leaves a deficit that approaches a constant, so its relative weight falls with time.

**Proposition 2: loss of case depth**

For x ≥ 0 and t > 0,

erfc[(x + D/β)/L] < θ(x,t) < erfc(x/L).

Let X be the depth at which θ equals a chosen level φ, with 0 < φ < θ(0,t), and let X_f be the depth of the same level when the surface is held at Cg. At equal D and t,

0 < X_f − X < D/β.

Proof. The upper bound on θ holds because every displacement y > 0 lowers erfc. For the lower bound, the second derivative of erfc(q) is (4q/√π)e^(−q²), which is positive for q > 0. The curve therefore lies above its tangent. Draw the tangent at the mean displacement y = 1/h and average over y: its linear term averages to zero, leaving erfc[(x + 1/h)/L] as a strict lower bound.

At x = X these bounds read

erfc[(X + D/β)/L] < φ = erfc(X_f/L) < erfc(X/L).

Since erfc decreases, X < X_f < X + D/β. ∎

The approach to the bound follows from the next term of the average. The variance of y is 1/h², so at late times

θ(x,t) ≈ w(x + 1/h,t) + w_xx/(2h²).

Set this equal to φ = w(X_f,t) at x = X, and expand w about X_f to first order in X + 1/h − X_f. Using w_xx/w_x = −x/(2Dt) at x = X_f,

X_f − X ≈ D/β − (D/β)² X_f/(4Dt).

At fixed φ, X_f grows as √t, so the correction falls as 1/√t and the loss tends to D/β.

**Worked example: gas carburizing**

Take D = 20 µm²/s, β = 0.20 µm/s, C0 = 0.20 wt% and Cg = 1.00 wt%. These are rough values for low-carbon steel near 930 °C. Then

D/β = 20/0.20 = 100 µm,

D/β² = 20/0.20² = 500 s.

After 4 h, or 14,400 s,

z = 0.20 √(14400/20) = 5.367, F(z) = 0.1034,

C(0,t) = 1.00 − 0.80 × 0.1034 = 0.917 wt%.

The surface law and its two leading approximations give, in wt%:

- 1 min: 0.437; early law 0.513; late law −0.303.
- 10 min: 0.678; early law 1.189; late law 0.588.
- 1 h: 0.842; early law 2.622; late law 0.832.
- 4 h: 0.917; early law 5.044; late law 0.916.

At 10 min z is 1.10 and neither approximation is good: the early law already exceeds the gas potential. By 1 h, with z = 2.68, the late law is low by 0.010 wt%.

Solving F(z) = 1/2 numerically gives 296 s for half the final surface rise. Solving F(z) = 0.1 gives 4.29 h for nine tenths of it, about 52 times as long. The slow approach comes from the 1/√t tail of Remark 1.

The profile after 4 h has 0.718 wt% at 250 µm, 0.547 wt% at 500 µm and 0.320 wt% at 1000 µm. Define the case depth here by 0.40 wt%, so φ = (0.40 − 0.20)/0.80 = 0.25. Solving the profile for this level gives X = 780 µm, against X_f = 873 µm for a surface held at Cg. The loss is 93 µm, below the bound of 100 µm. The late-time estimate, with Dt = 288,000 µm², is

100 − 100² × 873/(4 × 288000) = 92 µm.

The uptake is

M = 0.80 × 100 × (0.1034 − 1 + 2 × 5.367/√π) = 413 wt% µm.

With a rough hot density of 7.6 g/cm³, the mass gain is

413 × 0.01 × 10⁻⁴ cm × 7.6 g/cm³ = 3.1 × 10⁻³ g/cm²,

or 3.1 mg/cm². The fixed-surface term alone would give 484 wt% µm, so finite transfer reduces the uptake by 15% relative to that case.

**Remark 2: what the model leaves out**

In austenite the diffusivity rises with carbon content, and transfer is more naturally driven by carbon activity than by concentration. To size these effects, I solved the modified equations by a finite-volume method with adaptive time steps, keeping the other settings of the example. In the first case D rises exponentially by a rough factor of 2.5 from C0 to Cg and equals 20 µm²/s at 0.60 wt%. In the second, with C in wt%, the supply is

β(Cg − C0)[a(Cg) − a(C(0,t))]/[a(Cg) − a(C0)],

a(C) = C exp(0.4C),

where the exponent is a rough allowance for non-ideal activity and the initial supply is unchanged. The third case combines both, and the fourth is a round bar of 5 mm radius with the original D and transfer law. After 4 h, surface carbon and depth at 0.40 wt% are:

- original model: 0.917 wt%, 780 µm;
- variable D: 0.913 wt%, 801 µm;
- activity-driven transfer: 0.935 wt%, 797 µm;
- both: 0.931 wt%, 822 µm;
- round bar: 0.924 wt%, 826 µm.

With the initial supply held equal, the activity law raises the surface value because a(C) is convex: between C0 and Cg it lies below its chord, so the remaining activity difference, and with it the supply, exceeds the linear value. The sign depends on this matching. If β is matched near equilibrium instead, so that the supply is β[a(Cg) − a(C(0,t))]/a′(Cg), convexity puts the supply below the linear value; the surface then ends about 0.003 wt% below the original model and the depth is 774 µm. In the bar, the area available to the inward flow shrinks with depth, so a given amount of carbon per surface area has a smaller volume to fill. Each of the last two cases deepens the case by 5 to 6% of the original depth.

Uncertain inputs matter as much. Halving β at fixed D and time lowers the surface to 0.842 wt% and the depth to 700 µm. This surface value equals that at 1 h with the original β, because the surface law depends on β²t at fixed D. A temperature 10 K higher, with a rough activation energy of 140 kJ/mol, raises D to 22.4 µm²/s. With β and Cg held fixed, the depth becomes 821 µm, while the surface falls slightly to 0.913 wt% because z is smaller.

Two other assumptions are mild here. At 5 mm depth θ is about 2 × 10⁻¹¹, so the midplane of a 10 mm plate has no appreciable influence. For a rough linear lattice strain of 0.009 per wt% carbon, directing the whole volume expansion into thickness moves the surface by about 3 × 0.009 × 413 = 11 µm.

For a real furnace charge, β must be determined for the conditions in use, since it depends on the gas and the state of the surface. With the matching used above (D = 20 µm²/s at 0.60 wt%, initial supply unchanged), concentration-dependent diffusion and activity-driven transfer together move the example's depth by about 42 µm. That figure belongs to those choices. With β matched near equilibrium the combined shift is about 13 µm, and variable D alone gives 884 µm if 20 µm²/s is placed at 0.40 wt% and 725 µm if it is placed at 0.80 wt%. Heating time, drift of the gas potential and alloying elements are not included, and their effect is not estimated here. The potential of 1.00 wt% lies below a rough austenite solubility limit of 1.25 wt%, so this model of plain-carbon steel does not call for carbide at the surface. If Cg exceeds the limit, either because the gas is richer or because alloying lowers the limit, the single-phase solution can be used only until the surface concentration reaches the limit. Beyond that point carbide may form and the single-phase assumption can fail. The calculated depth is a carbon depth; a hardness depth also depends on the later quench and on the hardenability of the steel.
